\section*{Cross-plane heat conduction by gray phonons between black contacts, part 1}

(Sections cited here and not found follow in the second part.)

\section{From free flight to an exact relation}

\subsection{A film in which nothing scatters}

Two flat contacts at temperatures $T_1>T_2$ are separated by a film of thickness $d$. Heat is carried across the film by phonons that all have the same speed $v$. Suppose first that a phonon entering the film flies straight to the other side.

The contacts are black: each absorbs every phonon that reaches it, and emits phonons with the isotropic distribution belonging to its own temperature. Let $C$ be the phonon heat capacity per volume, taken as constant between $T_2$ and $T_1$. This is a good approximation for a small enough difference
\begin{equation}
\Delta T=T_1-T_2 .
\end{equation}
Energies and temperatures are counted from a common reference state, so that equilibrium phonons at temperature $T$ have energy density $CT$. The reference drops out of every net flux.

Let $x$ run from the hot contact at $x=0$ to the cold one at $x=d$, and let $\mu$ be the cosine of the angle between a phonon's velocity and the $x$ axis. Directions between $\mu$ and $\mu+d\mu$ fill a solid angle $2\pi\,d\mu$ out of $4\pi$, which is a fraction $d\mu/2$. Phonons in this range advance along $x$ at the rate $v\mu$. The hot contact therefore sends out the flux
\begin{equation}
\int_0^1 (v\mu)(CT_1)\frac{d\mu}{2}
=\frac{CvT_1}{2}\cdot\frac12=\frac{CvT_1}{4}.
\end{equation}
The cold contact sends $CvT_2/4$ the other way. The net flux is
\begin{equation}
q_{\rm b}=\frac{Cv}{4}\Delta T ,
\label{eq:ballistic}
\end{equation}
where the subscript stands for ballistic. It does not depend on $d$, because a longer free flight costs nothing.

The opposite case is a film so thick that phonons scatter many times on the way. Fourier's law then gives $q=k\,\Delta T/d$, with the bulk conductivity $k=CvL/3$ derived below; $L$ is the mean free path. The two cases have thermal resistances $\Delta T/q$ equal to $4/(Cv)$ and $d/k$. Adding them as if they were in series gives
\begin{equation}
\frac{\Delta T}{q}=\frac dk+\frac4{Cv}
=\frac dk\left(1+\frac{4k}{Cvd}\right)
=\frac dk\left(1+\frac{4L}{3d}\right),
\end{equation}
since $4k/(Cv)=4L/3$. With the effective conductivity defined by
\begin{equation}
k_{\rm eff}=\frac{qd}{\Delta T},
\label{eq:keffdef}
\end{equation}
this is the interpolation
\begin{equation}
k_{\rm int}=\frac{k}{1+4L/(3d)} .
\label{eq:interp}
\end{equation}
The addition of resistances was a guess. The transport equation shows what the guess leaves out, and proves that both of its limits are right.

\subsection{The gray transport equation}

Inside the film the phonons moving in different directions need not have the same energy. Let $g(x,\mu)$ be the temperature at which equilibrium phonons would have the energy actually found in direction $\mu$ at $x$. It is a directional energy expressed as a temperature. The energy density and the heat flux are
\begin{equation}
u(x)=\frac C2\int_{-1}^1 g\,d\mu,\qquad
q(x)=\frac{Cv}{2}\int_{-1}^1\mu g\,d\mu .
\label{eq:uq}
\end{equation}

Gray means that one speed and one mean free path serve for all phonons. Scattering is assumed to conserve energy and to send phonons out with equal probability in every direction. It thus drives $g$ towards a direction-independent value $T(x)$ at the rate $v/L$. In a steady state the change along the flight balances scattering:
\begin{equation}
v\mu\frac{\partial g}{\partial x}=\frac vL(T-g),
\qquad\text{or}\qquad
L\mu\frac{\partial g}{\partial x}=T-g .
\label{eq:bte}
\end{equation}
Scattering conserves energy if the right side vanishes when summed over directions. This fixes
\begin{equation}
T(x)=\frac12\int_{-1}^1g(x,\mu)\,d\mu .
\label{eq:T}
\end{equation}
The local temperature $T(x)$ measures the energy density. It does not imply that the phonons at $x$ are in equilibrium. The black contacts fix the phonons that enter the film:
\begin{equation}
g(0,\mu)=T_1,\qquad g(d,-\mu)=T_2,\qquad 0<\mu\le1 .
\label{eq:bc}
\end{equation}
The phonons that leave the film are part of the solution.

The bulk conductivity follows from an unbounded medium with a uniform gradient $T'=dT/dx$. Try $g=T-L\mu T'$. Since $T'$ is constant, the left side of \eqref{eq:bte} is $L\mu T'$, and the right side is $T-(T-L\mu T')=L\mu T'$. The angular average of $g$ is $T$, because the average of $\mu$ is zero. The trial function is thus a solution, and its flux is
\begin{equation}
q=\frac{Cv}{2}\int_{-1}^1\mu(T-L\mu T')\,d\mu
=-\frac{CvL}{2}\cdot\frac23\,T'=-\frac{CvL}{3}T' .
\end{equation}
Comparison with $q=-kT'$ gives $k=CvL/3$. The factor $1/3$ is the angular average of $\mu^2$: one cosine comes from the projected speed, the other from how far along $x$ a phonon has come since it last scattered.

\subsection{Following a ray back to its sources}

Equation \eqref{eq:bte} can be solved for $g$ as if $T(x)$ were known. For $0<\mu\le1$, multiply it by $e^{x/(L\mu)}/(L\mu)$ and collect the terms in $g$:
\begin{equation}
\frac{\partial}{\partial x}\left[e^{x/(L\mu)}g(x,\mu)\right]
=\frac{e^{x/(L\mu)}}{L\mu}T(x).
\end{equation}
Integration from $0$ to $x$, with $g(0,\mu)=T_1$, gives
\begin{equation}
g(x,\mu)=T_1e^{-x/(L\mu)}
+\int_0^xT(x')e^{-(x-x')/(L\mu)}\frac{dx'}{L\mu}.
\label{eq:right}
\end{equation}
The first term is what survives from the contact. The integral collects phonons that last scattered at $x'$. For phonons moving left, the same calculation started at $x=d$ gives
\begin{equation}
g(x,-\mu)=T_2e^{-(d-x)/(L\mu)}
+\int_x^dT(x')e^{-(x'-x)/(L\mu)}\frac{dx'}{L\mu}.
\label{eq:left}
\end{equation}

Now average over direction. The integrals that appear are the exponential integrals
\begin{equation}
E_n(z)=\int_0^1\mu^{n-2}e^{-z/\mu}\,d\mu .
\end{equation}
Differentiation under the integral gives $E_n'=-E_{n-1}$, and setting $z=0$ gives $E_n(0)=1/(n-1)$ for $n\ge2$. Inserting \eqref{eq:right} and \eqref{eq:left} in \eqref{eq:T} yields a closed equation for the temperature:
\begin{align}
T(x)={}&\tfrac12T_1E_2\!\left(\tfrac xL\right)
+\tfrac12T_2E_2\!\left(\tfrac{d-x}L\right)\nonumber\\
&+\frac1{2L}\int_0^dE_1\!\left(\tfrac{|x-x'|}L\right)T(x')\,dx' .
\label{eq:inteq}
\end{align}
The weights on the right side add up to one. Indeed, from $E_2'=-E_1$ and $E_2(0)=1$,
\begin{equation}
\frac1{2L}\int_0^dE_1\!\left(\tfrac{|x-x'|}L\right)dx'
=\tfrac12\left[2-E_2\!\left(\tfrac xL\right)
-E_2\!\left(\tfrac{d-x}L\right)\right],
\label{eq:rowsum}
\end{equation}
where the parts left and right of $x$ contribute $\frac12[1-E_2(x/L)]$ and $\frac12[1-E_2((d-x)/L)]$. Adding the two contact weights gives one. The temperature at a point is therefore a weighted average over the places from which its phonons come.

\subsection{One solution, and its symmetry}

Read \eqref{eq:inteq} as a recipe: put a trial profile in the integral and obtain a new profile on the left. If two trial profiles differ by at most $\delta$, the new ones differ by at most $\delta$ times \eqref{eq:rowsum}. The function $E_2$ is convex, since its second derivative $\int_0^1\mu^{-2}e^{-z/\mu}d\mu$ is positive for $z>0$. The mean of its values at $x/L$ and $(d-x)/L$ is thus at least its value at the midpoint $d/(2L)$, and
\begin{equation}
\tfrac12\left[2-E_2\!\left(\tfrac xL\right)-E_2\!\left(\tfrac{d-x}L\right)\right]
\le1-E_2\!\left(\tfrac d{2L}\right)<1 .
\label{eq:contraction}
\end{equation}
Every repetition shrinks the difference by at least this factor. The iteration converges uniformly to one bounded solution, whatever bounded profile it starts from. If the starting profile lies between $T_2$ and $T_1$, each later one does too, being a weighted average of such values. Hence
\begin{equation}
T_2\le T(x)\le T_1 .
\label{eq:between}
\end{equation}

The solution is antisymmetric about the middle of the film. To see this, put the mirrored profile $\hat T(x)=T_1+T_2-T(d-x)$ in the right side of \eqref{eq:inteq}. By \eqref{eq:rowsum}, the constant $T_1+T_2$ contributes
\begin{equation}
(T_1+T_2)\left[1-\tfrac12E_2\!\left(\tfrac xL\right)
-\tfrac12E_2\!\left(\tfrac{d-x}L\right)\right].
\end{equation}
Together with the contact terms, and with $y=d-x'$ in the remaining integral, the right side becomes
\begin{align}
T_1+T_2-\Big[&\tfrac12T_2E_2\!\left(\tfrac xL\right)
+\tfrac12T_1E_2\!\left(\tfrac{d-x}L\right)\nonumber\\
&+\frac1{2L}\int_0^dE_1\!\left(\tfrac{|d-x-y|}L\right)T(y)\,dy\Big].
\end{align}
The bracket is the right side of \eqref{eq:inteq} at the point $d-x$, which is $T(d-x)$. So $\hat T$ is also a solution. As there is only one,
\begin{equation}
T(x)+T(d-x)=T_1+T_2 .
\label{eq:symmetry}
\end{equation}

\subsection{The deficit at the contacts}

Phonons arriving at the hot contact come from colder places. Their deficit relative to the contact is
\begin{equation}
h(\mu)=T_1-g(0,-\mu),\qquad0<\mu\le1 .
\end{equation}
Write $T_1$ as $T_1e^{-d/(L\mu)}+T_1[1-e^{-d/(L\mu)}]$ and use \eqref{eq:left} at $x=0$:
\begin{equation}
h(\mu)=\Delta T\,e^{-d/(L\mu)}
+\int_0^d[T_1-T(x)]e^{-x/(L\mu)}\frac{dx}{L\mu}.
\label{eq:h}
\end{equation}
The integral is not negative, by \eqref{eq:between}, so $h>0$.

At the cold contact the arriving phonons have an excess of the same size. In \eqref{eq:right} at $x=d$, set $x'=d-y$ and use \eqref{eq:symmetry}. With $a=e^{-d/(L\mu)}$,
\begin{align}
g(d,\mu)&=T_1a+(T_1+T_2)(1-a)
-\int_0^dT(y)e^{-y/(L\mu)}\frac{dy}{L\mu}\nonumber\\
&=T_1+T_2-\left[T_2a+\int_0^dT(y)e^{-y/(L\mu)}\frac{dy}{L\mu}\right]\nonumber\\
&=T_1+T_2-g(0,-\mu)=T_2+h(\mu).
\label{eq:coldside}
\end{align}

\subsection{Two moments give the conductivity}

Average \eqref{eq:bte} over direction. The right side vanishes by \eqref{eq:T}, while the left side is $L/(Cv)$ times $dq/dx$. So $q$ is constant through the film, as energy conservation requires.

Next multiply \eqref{eq:bte} by $\mu$ and average again. Define
\begin{equation}
K(x)=\frac12\int_{-1}^1\mu^2g(x,\mu)\,d\mu .
\end{equation}
The term with $T$ drops out because $\mu$ is odd, and the term with $g$ gives $-q/(Cv)$:
\begin{equation}
L\frac{dK}{dx}=-\frac q{Cv}.
\end{equation}
Since $q$ is constant, $K$ is a straight line, even where $T$ is curved. Integration across the film gives
\begin{equation}
K(0)-K(d)=\frac{qd}{CvL}.
\label{eq:Kdrop}
\end{equation}

The end values follow from the deficit. At $x=0$ the phonons moving right have $g=T_1$ and those moving left have $g=T_1-h$. In the flux the latter count with a minus sign, so
\begin{equation}
\frac q{Cv}=\frac12\int_0^1\mu T_1\,d\mu
-\frac12\int_0^1\mu(T_1-h)\,d\mu
=\frac12\int_0^1\mu h\,d\mu .
\label{eq:qh}
\end{equation}
In $K$ both directions count with a plus sign:
\begin{equation}
K(0)=\frac12\int_0^1\mu^2(2T_1-h)\,d\mu
=\frac{T_1}3-\frac12\int_0^1\mu^2h\,d\mu .
\end{equation}
Let $m$ be the mean cosine of the deficit, weighted by its contribution to the flux:
\begin{equation}
m=\frac{\int_0^1\mu^2h\,d\mu}{\int_0^1\mu h\,d\mu}.
\label{eq:m}
\end{equation}
The last integral in $K(0)$, with its factor $1/2$, is then $m$ times \eqref{eq:qh}. At $x=d$, equation \eqref{eq:coldside} gives the same term with the opposite sign. Thus
\begin{equation}
K(0)=\frac{T_1}3-\frac{mq}{Cv},\qquad
K(d)=\frac{T_2}3+\frac{mq}{Cv}.
\end{equation}
Subtract, and insert \eqref{eq:Kdrop}:
\begin{equation}
\frac{\Delta T}3-\frac{2mq}{Cv}=\frac{qd}{CvL},
\qquad
q=\frac{Cv\,\Delta T}{3(d/L+2m)} .
\label{eq:q}
\end{equation}
Multiplication by $d/\Delta T$, and then of numerator and denominator by $L/d$, gives
\begin{equation}
k_{\rm eff}=\frac{k}{1+2mL/d}.
\label{eq:exact}
\end{equation}
Within the gray model this is exact. All that is unknown about the angular distribution has been gathered in the one number $m$, which depends on $d/L$.

\section{Bounds, limits and a computed film}

\subsection{What is carried over}

The film has thickness $d$, and its phonons have speed $v$, mean free path $L$ and heat capacity $C$ per volume. The contacts are at $T_1$ and $T_2$, with $\Delta T=T_1-T_2>0$. The bulk conductivity is $k=CvL/3$, and $k_{\rm eff}=qd/\Delta T$ refers to the contact temperatures. The ballistic flux is $q_{\rm b}=Cv\Delta T/4$. From here on
\begin{equation}
\tau=\frac dL .
\end{equation}
The deficit $h(\mu)>0$ is the amount by which phonons reaching the hot contact at cosine $\mu$ are colder than the contact. The first half established
\begin{equation}
k_{\rm eff}=\frac{k}{1+2m/\tau},\qquad
m=\frac{\int_0^1\mu^2h\,d\mu}{\int_0^1\mu h\,d\mu},
\label{eq:recall}
\end{equation}
together with the flux $q=(Cv/2)\int_0^1\mu h\,d\mu$. The local temperature $T(x)$ lies between $T_2$ and $T_1$ and is the limit of repeated averaging with \eqref{eq:inteq}.

If $h$ did not depend on direction, it would cancel in $m$, leaving
\begin{equation}
m=\frac{1/3}{1/2}=\frac23,\qquad
k_{\rm eff}=\frac{k}{1+4/(3\tau)}=k_{\rm int}.
\end{equation}
The interpolation is thus the assumption that phonons arrive at a contact isotropically. Its $4/3$ is twice the mean cosine of an isotropic stream crossing a surface.

Within the gray model the effective conductivity is exactly $k_{\rm eff}=k/(1+2m/\tau)$, and the interpolation amounts to setting $m=2/3$. It remains to bound the true $m$, to check the thin-film and thick-film limits, and to find the size of the interpolation's error.
